# Shooting for the rotation frequency of a spiral growth step

## Scaling and statement of the problem

A surface step is pinned where a screw dislocation meets the surface. Its normal velocity is

$$v=v_0(1-r_c\kappa),$$

where $v_0$ is the speed of a straight step, $r_c$ the critical radius and $\kappa$ the curvature, positive when the step is convex towards its advance. The law contains one speed and one length and singles out no direction. A steadily rotating, single-armed spiral must therefore have angular frequency

$$\omega=\Omega\,\frac{v_0}{r_c},$$

with $\Omega$ a pure number. Far out the step is nearly straight and moves at $v_0$. In one rotation period $2\pi/\omega$ it advances by one arm spacing:

$$\lambda=\frac{2\pi v_0}{\omega}=\frac{2\pi}{\Omega}\,r_c .$$

Dimensional analysis leaves only $\Omega$ to be computed. It is an eigenvalue: of the steps that leave the core regularly, those with the wrong $\Omega$ do not wind to infinity. The model assumes isotropic step energy, a velocity fixed by local curvature, and the same driving force everywhere.

## The radial equation

In polar coordinates let the step be $\theta=\omega t-\varphi(r)$, where $\varphi$ is the angle by which it lags behind the core. Define

$$\psi=r\varphi'(r)=\tan\chi ,$$

so that $\chi$ is the angle between step and radius. The function $F=\theta+\varphi(r)-\omega t$ vanishes on the step and is positive ahead of it. Its gradient is $(\varphi',1/r)=(\psi,1)/r$, so the forward unit normal is

$$\mathbf n=\frac{(\psi,1)}{\sqrt{1+\psi^2}}=(\sin\chi,\cos\chi).$$

The normal velocity is $-F_t/|\nabla F|=\omega r\cos\chi$. The curvature is the divergence of $\mathbf n$; since $\cos\chi$ does not depend on $\theta$,

$$\kappa=\frac1r\frac{d}{dr}(r\sin\chi).$$

An expanding circle has $\chi=\pi/2$ and $\kappa=1/r>0$, which confirms the sign.

Now measure length in $r_c$ and speed in $v_0$, and write $\rho=r/r_c$. Equating the two expressions for the velocity gives

$$\frac1\rho\frac{d}{d\rho}(\rho\sin\chi)=1-\Omega\rho\cos\chi. \tag{1}$$

Because $\sin\chi=\psi/\sqrt{1+\psi^2}$, its derivative is $\psi'/(1+\psi^2)^{3/2}$. Moving $\sin\chi/\rho$ to the right of (1) and multiplying by $(1+\psi^2)^{3/2}$ yields

$$\psi'=(1+\psi^2)\left[\sqrt{1+\psi^2}-\Omega\rho-\frac{\psi}{\rho}\right]. \tag{2}$$

This form breaks down when the step becomes tangential and $\psi$ diverges. Arc length $l$ removes that difficulty. Geometry gives $\rho_l=\cos\chi$ and $\varphi_l=\sin\chi/\rho$, and (1) becomes

$$\chi_l=1-\Omega\rho\cos\chi-\frac{\sin\chi}{\rho}. \tag{3}$$

### Starting at the core

Multiply (1) by $\rho$ and integrate:

$$\rho\sin\chi=C+\frac{\rho^2}{2}-\Omega\int_0^\rho q^2\cos\chi(q)\,dq. \tag{4}$$

If $C\ne0$, then $\sin\chi\approx C/\rho$ would exceed unity in magnitude near the core, so $C=0$. To leading order $\sin\chi=\rho/2$, hence $\cos\chi\approx1-\rho^2/8$. Inserting this into (4) gives the starting series

$$\sin\chi=\frac\rho2-\frac{\Omega\rho^2}{3}+\frac{\Omega\rho^4}{40}+O(\rho^5).$$

Thus $\kappa=1/r_c$ at the core, as it must be: the pinned point has zero velocity.

## Why bisection works

An outward path can fail in two ways. If $\chi$ reaches $\pi/2$, the step curls back towards the core. If $\chi$ returns to zero, it stops lagging and unwinds.

**Both failures occur.** For $\Omega=0$, equation (4) gives $\sin\chi=\rho/2$, a circle of radius $r_c$ through the core, which curls at $\rho=2$. For large $\Omega$, suppose that $\chi\ge0$ up to $\rho=1$. Equation (4) then implies $\sin\chi\le\rho/2\le1/2$, so $\cos\chi\ge\sqrt3/2$, and at $\rho=1$

$$\sin\chi\le\frac12-\frac{\sqrt3}{2}\,\frac{\Omega}{3}.$$

This is negative if $\Omega>\sqrt3$, a contradiction. Such a step unwinds before $\rho=1$. The computed radius for $\Omega=1.8$ is 0.835.

**A winding solution exists.** Up to the first failure $\sin\chi\le\rho/2$, so curling requires $\rho\ge2$, where (3) gives $\chi_l=1-1/\rho>0$. The path crosses $\chi=\pi/2$ and does not merely touch it. At a first return to $\chi=0$, (3) gives $\chi_l=1-\Omega\rho\le0$. Equality is impossible: differentiating (3) there would give $\chi_{ll}=-\Omega<0$, so $\chi$ would have been negative just before. Both crossings are transversal and survive a small change of $\Omega$. The curling and unwinding values thus form two disjoint, non-empty open sets, which cannot fill the connected interval $\Omega>0$. Some value $\Omega_*$ produces neither failure.

Its path reaches all radii. If $\rho$ stayed bounded, $\cos\chi$ would have to tend to zero, and (3) would then drive $\chi$ through $\pi/2$.

**Its far slope is fixed.** Suppose $\psi>(\Omega+\epsilon)\rho$ at some sufficiently large $\rho$, with $\epsilon>0$. The bracket in (2) then exceeds a positive constant times $\psi$, so $\psi'$ exceeds a constant times $\psi^3$, and $\psi$ diverges at finite radius. Suppose instead $\psi<(\Omega-\epsilon)\rho$. Since $\sqrt{1+\psi^2}\le1+\psi$, the bracket is below $1-\epsilon\rho$, and $\psi$ falls to zero. A winding solution therefore has $\psi/\rho\to\Omega$.

**It is unique.** Take $\Omega_1<\Omega_2$. The core series gives $\psi_1>\psi_2$ at small $\rho$. At a first later contact the two values of $\psi$ would be equal, but (2) would give

$$\psi_1'-\psi_2'=(1+\psi^2)(\Omega_2-\Omega_1)\rho>0,$$

whereas $\psi_1$ approaching from above requires a difference that is not positive. Hence $\psi_1>\psi_2$ as long as both exist. If both wound forever, their slopes would tend to $\Omega_1<\Omega_2$, a contradiction. The same ordering shows that every $\Omega<\Omega_*$ curls and every $\Omega>\Omega_*$ unwinds, so the kind of failure tells bisection which way to move.

## Algorithm and result

1. Start at $\rho=10^{-3}$ with the core series and the bracket $0.1<\Omega<1$.
2. Integrate (3) together with $\rho_l=\cos\chi$ until one failure occurs.
3. Replace the lower bound after curling, the upper bound after unwinding.
4. Repeat until the bracket is narrower than $10^{-13}$.

With a relative integration tolerance of $10^{-12}$ the result is

$$\Omega=0.330958060,\qquad \lambda=18.985\,r_c .$$

The failures come early: $\Omega=0.30$ curls at $3.257\,r_c$, and $\Omega=0.36$ unwinds at $4.735\,r_c$.

## Error growth and the outer profile

Let $\delta$ be a small error in $\psi$. Linearizing (2) about the winding solution, and replacing the bracket by $\psi'/(1+\psi^2)$, gives

$$\frac{\delta'}{\delta}=\frac{2\psi\psi'}{1+\psi^2}+\psi\sqrt{1+\psi^2}-\frac{1+\psi^2}{\rho}.$$

At large radius the middle term dominates and equals $\Omega^2\rho^2$ to leading order. The leading exponent of the error is therefore

$$\ln|\delta|\sim\frac{\Omega^2\rho^3}{3}.$$

The best outward path is lost at $\rho=9.64$. There the leading exponent is about 33. It omits prefactors and lower powers: integrating the full expression from $\rho=1$ gives 37, and the sensitivity $|\partial\psi/\partial\Omega|$ at this radius is about $10^{17}$. An error of $10^{-13}$ to $10^{-15}$ in $\Omega$ shifts $\psi$ by order one at $\rho\approx8.7$ to $9.2$, shortly before the path fails. The leading term thus locates the radius of loss only roughly.

The instability makes $\Omega$ easy to determine and the outer curve impossible to obtain by the same integration. The first complete arm lies at $17.01\,r_c$, beyond the point of loss. Integrated inwards, however, the same errors shrink. The outer profile is therefore started at $\rho=130$ from a far-field series and joined to the inner profile at $\rho=2$.

Matching also gives a second determination of $\Omega$. One integration runs outwards to $\rho=2$, another inwards from $\rho=20$, and $\Omega$ is adjusted until their $\psi$ values agree. The result is again 0.330958060. This checks the numerical solution, but not the derivation of (1), on which both methods rest.

### Far-field series

Insert $\psi=\Omega\rho+a_0+a_1/\rho+a_2/\rho^2+\dots$ into

$$\sqrt{1+\psi^2}-\Omega\rho-\frac\psi\rho=\frac{\psi'}{1+\psi^2}.$$

For large $\psi$, $\sqrt{1+\psi^2}=\psi+1/(2\psi)+O(\psi^{-3})$, with

$$\frac1{2\psi}=\frac1{2\Omega\rho}-\frac{a_0}{2\Omega^2\rho^2}+\dots$$

The right side begins with $1/(\Omega\rho^2)$. Successive powers of $1/\rho$ give

$$a_0-\Omega=0,\qquad a_1+\frac1{2\Omega}-a_0=0,$$

$$a_2-\frac{a_0}{2\Omega^2}-a_1=\frac1\Omega .$$

Therefore

$$\psi=\Omega\rho+\Omega+\frac{\Omega-1/(2\Omega)}{\rho}+\frac{\Omega+1/\Omega}{\rho^2}+O(\rho^{-3}).$$

The difference between the computed profile and these four terms falls by a factor 7.66 from $\rho=40$ to $80$. A third inverse power would give 8 in the limit.

Since $\varphi'=\psi/\rho$ in these units,

$$\varphi=\Omega\rho+\Omega\ln\rho+\text{constant}+O(\rho^{-1}).$$

The spiral is not exactly Archimedean. Its local spacing in units of $r_c$ is

$$\frac{2\pi}{\varphi'}\approx\frac{2\pi}{\Omega}\left(1-\frac1\rho\right).$$

Physically, an outer arm is nearly a circle of curvature $1/r$, so it advances at $v_0(1-r_c/r)$ during each period. The first five arms on one ray have gaps of 18.35, 18.59, 18.70 and 18.76 $r_c$. The formula gives 18.75 for the last gap. The value 18.985 is thus a limit approached slowly from below.

## Checks against geometry and time evolution

The first check returns to Cartesian coordinates. Tangent and curvature are found by finite differences from points on the computed curve, 0.01 $r_c$ apart in arc length. The normal speed follows from rigid rotation. Between arc lengths 0.1 and 5 $r_c$, the largest departure from the velocity law is $2.3\times10^{-5}v_0$. This tests the polar expressions for both curvature and velocity.

The second check does not assume steady rotation. For a moving curve $\theta(\rho,t)$, with $\psi=-\rho\,\theta_\rho$, the normal velocity is $\rho\theta_t\cos\chi$. Hence, with time in units of $r_c/v_0$,

$$\theta_t=\frac{\sqrt{1+\psi^2}}{\rho}(1-\kappa). \tag{5}$$

Divide a disc of radius 12 into rings of width $\Delta$, evaluate $\rho\sin\chi$ on their edges, and obtain $\kappa$ from its differences. The edge value vanishes at the core, and the slope of the lag is continued at the rim.

One initial curve is the Archimedean spiral $\varphi=\rho/2$. It has the right core curvature, and far away (5) turns it at $\theta_t=1/2$. It does not rotate rigidly: at $\rho=2$, where $\psi=1$,

$$\kappa=\frac12\left(2^{-3/2}+2^{-1/2}\right)=0.530,\qquad
\theta_t=\frac{\sqrt2}{2}(1-0.530)=0.332 .$$

Taking its far rate as the frequency would make $\Omega$ 51% too large and the spacing only $4\pi r_c\approx12.6\,r_c$.

Averaged over times 80 to 120, the evolved curve rotates at

- 0.331022 for $\Delta=0.10$;
- 0.330974 for $\Delta=0.05$.

The errors relative to shooting are $6.4\times10^{-5}$ and $1.6\times10^{-5}$ in $\Omega$. Their ratio of four indicates second-order convergence. Assuming that order, extrapolation gives

$$\frac{4(0.330974)-0.331022}{3}=0.330958 .$$

Starting from $\varphi=0.15\rho$ with $\Delta=0.10$ again gives 0.331022. For these two starts, the core selects the same frequency although the initial pitches differ by more than a factor of three.

## Example: slow growth of PbTe(111)

Monolayer growth spirals are known in molecular beam epitaxy of PbTe(111). The following inputs are assumed for illustration and are not quoted as measurements: lattice constant $a=0.646$ nm, step energy $\gamma=0.20$ eV/nm, temperature 670 K, supersaturation $\sigma=0.15$, $v_0=6$ nm/s and surface diffusion length $x_s=20$ nm.

The area per site is $a_s=\sqrt3a^2/4=0.1807$ nm² and the step height $h=a/\sqrt3=0.373$ nm. The driving force per site is

$$\Delta\mu=kT\ln(1+\sigma)=0.05774\ln(1.15)=0.00807\ \text{eV}.$$

An island of radius $R$ has free energy $2\pi R\gamma-\pi R^2\Delta\mu/a_s$. Setting its derivative to zero gives

$$r_c=\frac{\gamma a_s}{\Delta\mu}=\frac{0.20\times0.1807}{0.00807}=4.48\ \text{nm}.$$

The spiral results follow:

$$\lambda=18.985\times4.479=85\ \text{nm},\qquad
\omega=\frac{0.33096\times6}{4.479}=0.443\ \text{rad/s}.$$

The period is 14.2 s. Each turn adds one monolayer, so the hillock grows at $0.373/14.17=0.0263$ nm/s, or 0.095 µm/h. Its slope is $h/\lambda$, about 0.25°.

If each side of a step collects from a width $x_s$, then $v_0=2x_s\sigma F_e$, and the inputs imply an equilibrium evaporation rate $F_e=1.0$ monolayer/s. The example therefore describes strong re-evaporation. If every arriving PbTe molecule sticks, this rate corresponds to an equilibrium vapour pressure of about $10^{-3}$ Pa at 670 K. That pressure follows from the assumed inputs. Sublimation data for PbTe suggest a value at this temperature lower by more than a factor of ten, so the regime is an assumption of the example and the numbers should not be read as a description of actual PbTe growth at 670 K. When nearly all deposited material stays, the incoming flux fixes the growth rate, terraces compete for material, and a constant $v_0$ set independently of spacing is no longer justified.

### Model error compared with numerical error

Material effects limit the prediction long before the ninth digit of $\Omega$.

**Dislocation strain.** A screw dislocation with Burgers vector $h$ has shear strain $h/(2\pi r)$ and energy density $Gh^2/(8\pi^2r^2)$. For a rough shear modulus $G=20$ GPa, the energy per site volume $a_sh$ is 9.2% of $\Delta\mu$ at $r=r_c$. Subtracting it from the driving force, with $r^2$ replaced by $r^2+h^2$ to limit the core energy, and evolving (5) with $\Delta=0.025$ gives $\Omega=0.287$. This is 13% lower; at fixed $r_c$ and $v_0$, the far spacing rises to about 98 nm. Halving or doubling the cutoff length $h$ gives 0.280 or 0.294. The pure screw with Burgers vector $h$ is itself a simplification: in PbTe the shortest lattice vector with this rise is $\frac a2\langle110\rangle$, inclined to the surface and 0.457 nm long. Its square is $1.5h^2$; raising the strain energy by this factor alone gives $\Omega=0.271$ and a spacing of about 104 nm. With this factor and the halved cutoff together, the step turns back within about $0.03\,r_c$ of the core and no regular spiral of this form exists, so these numbers depend on how the core is treated.

**Nonlinear curvature law.** Keeping the exponential equilibrium density at a curved step gives

$$v=v_0\frac{(1+\sigma)-(1+\sigma)^{r_c\kappa}}{\sigma}.$$

For $0<r_c\kappa<1$ this lies above the linear law. Shooting then gives $\Omega=0.3414$, an increase of 3.2%.

**Anisotropy.** For $\gamma(\vartheta)=\gamma_0(1+\epsilon\cos3\vartheta)$, the stiffness that multiplies curvature is $\gamma+\gamma''=\gamma_0(1-8\epsilon\cos3\vartheta)$. Even $\epsilon=0.02$ changes it by $\pm16\%$. The resulting change of frequency was not computed; rigid rotation of a fixed shape is then no longer guaranteed by symmetry.

**Diffusion.** For parallel steps one spacing apart, overlap of their diffusion fields multiplies the speed by $\tanh(\lambda/2x_s)=0.972$. For an isolated round step of radius $2r_c$, the diffusion geometry alone gives a factor 1.045. Let $D$ be the surface diffusivity. A mobile unit stays on the surface for a time $x_s^2/D$, so a rough equilibrium coverage of 0.01 gives $F_e=0.01\,D/x_s^2$. With $v_0=2x_s\sigma F_e$ this yields $v_0x_s/D=2\sigma\times0.01=0.003$, so the step hardly moves while the density adjusts.

These factors do not justify the local velocity law near the core. That law needs a curvature that varies little over a distance $x_s$, whereas here $x_s\approx4.5\,r_c$ and the curvature falls from $1/r_c$ to about $0.2/r_c$ within $5\,r_c$. With local equilibrium at the step and a density that adjusts at once, the velocity at one point depends on the whole step:

$$1-r_c\kappa(s)=\frac{1}{\pi x_s}\int K_0\!\left(\frac{|\mathbf x(s)-\mathbf x(s')|}{x_s}\right)\frac{v(s')}{v_0}\,ds',$$

where $s$ is arc length, $\mathbf x(s)$ a point on the step and $K_0$ the modified Bessel function. For a straight isolated step the right side is $v/v_0$, as it should be. Solving this equation for a rigidly rotating spiral lowers $\Omega$ to about 0.29 and raises the far spacing to about 95 nm. Far arms now move at $v_0\tanh(\lambda/2x_s)$, so the spacing obeys $\lambda=(2\pi r_c/\Omega)\tanh(\lambda/2x_s)$ and lies a little below $2\pi r_c/\Omega\approx97$ nm.

**Fluctuations.** A step segment of length $\lambda$ pinned at both ends has mean-square displacement $kT\lambda/(6\gamma)$ averaged along its length, or 2.0 nm root mean square, small beside 85 nm. The island barrier is $\pi\gamma r_c=2.81$ eV, about $49kT$, which strongly suppresses nucleation on the terraces.

These estimates are separate and need not add. For this example the isotropic local law gives a spacing of about 85 nm, but strain and nonlocal diffusion are each estimated to raise it by roughly 10 nm or more. It is a first estimate, not a prediction to the nearest nanometre.

## Values computed for the example and the checks

```
Omega by shooting (v0/rc): 0.330958060
Omega by matching (v0/rc): 0.330958060
far arm spacing (rc): 18.98484
Omega=0 curls at radius (rc): 2.0000
Omega=0.30 curls at radius (rc): 3.257
Omega=0.36 unwinds at radius (rc): 4.735
Omega=1.8 unwinds at radius (rc): 0.835
best outward path lost at radius (rc): 9.64
largest velocity-law error (v0): 2.3e-05
rho=1 rc: psi=0.4306, speed=0.3040 v0, curv=0.6960/rc
rho=2 rc: psi=0.8013, speed=0.5165 v0, curv=0.4835/rc
rho=5 rc: psi=1.8496, speed=0.7870 v0, curv=0.2130/rc
rho=10 rc: psi=3.5514, speed=0.8970 v0, curv=0.1030/rc
rho=20 rc: psi=6.8989, speed=0.9495 v0, curv=0.0505/rc
tail remainder ratio, 40 to 80 rc: 7.66
arm radii on one ray (rc): 17.01 35.36 53.96 72.66 91.43
gaps between these arms (rc): 18.35 18.59 18.70 18.76
last gap from 1-1/rho formula (rc): 18.75
time-dependent rate, cell 0.10 rc (v0/rc): 0.331022
time-dependent rate, cell 0.05 rc (v0/rc): 0.330974
same, start pitch 0.15, cell 0.10 (v0/rc): 0.331022
lattice constant 0.646 nm, step energy 0.2 eV/nm
temperature 670 K, supersaturation 0.15
v0 6.0 nm/s, diffusion length 20.0 nm
shear modulus 20.0 GPa, mobile coverage 0.01
kT 0.05774 eV, driving force 0.00807 eV
site area 0.1807 nm2, step height 0.3730 nm
critical radius rc: 4.479 nm
far arm spacing: 85.0 nm
angular frequency: 0.4434 rad/s
rotation period: 14.17 s
hillock growth rate: 0.0263 nm/s = 0.0947 um/h
hillock slope: 0.251 degree
implied equilibrium evaporation: 1.00 monolayer/s
Omega, exponential Gibbs-Thomson (v0/rc): 0.34139
  change of Omega: 3.15 %
strain energy/driving force at r=rc: 0.0916
Omega with strain energy (v0/rc): 0.2867
  change of Omega: -13.4 %
speed factor, overlap of diffusion fields: 0.972
speed factor, round step of radius 2 rc: 1.045
step motion during diffusion, v0*xs/D: 0.0030
stiffness change, 2 % threefold energy: +-16 %
thermal wandering over one arm spacing: 2.02 nm
terrace nucleation barrier: 2.81 eV = 49 kT
```
